# Scattering function of an isotropic oscillator and the best Q for overtones: a program that tests the result

```python
"""Scattering function of a harmonically bound particle (self part).
Claim: S(Q,w) = sum_n w_n delta(hbar w - n hbar w0), with
  w_n = exp(-u coth(x/2) + n x/2) I_n(u / sinh(x/2)),
  u = recoil energy / quantum, x = quantum / (k_B T), I_n modified Bessel.
At T = 0 line n is strongest at u = n; at T > 0 where I_n'/I_n = cosh(x/2).
Independent road: the Hamiltonian is diagonalised on a grid and the weights
are thermal sums of squared matrix elements of exp(iQx).
Units: meV, angstrom, kelvin. N is the Bose occupation number.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ive, factorial

QUANTUM = 140.0
to_meV_A2 = 1e23 / const.e
mass_H = const.m_p + const.m_e
recoil_H = const.hbar**2 / (2 * mass_H) * to_meV_A2
recoil_neutron = const.hbar**2 / (2 * const.m_n) * to_meV_A2
kB = const.k / const.e * 1e3


def bessel_weight(n, u, x):
    z = u / np.sinh(x / 2)
    return np.exp(-u / np.tanh(x / 2) + n * x / 2 + z) * ive(abs(n), z)


def poisson_weight(n, u):
    return np.exp(-u) * u**n / factorial(n)


def best_u(n, x):
    """Reduced recoil energy at which line n peaks, from the Bessel ratio."""
    c = np.cosh(x / 2)

    def condition(z):
        return (ive(n - 1, z) + ive(n + 1, z)) / (2 * ive(n, z)) - c
    z = brentq(condition, 0.999 * n / c, 20 + 2 * n**2, xtol=1e-14)
    return z * np.sinh(x / 2)


# Grid Hamiltonian (sinc basis) with physical mass and spring constant
dx = 0.03
grid = dx * np.arange(-73, 74)
diff = np.subtract.outer(np.arange(grid.size), np.arange(grid.size))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2) * (-1.0)**np.abs(diff)
spring_half = QUANTUM**2 / (4 * recoil_H)
H = recoil_H / dx**2 * kinetic + np.diag(spring_half * grid**2)
levels, states = np.linalg.eigh(H)
levels, states = levels[:60], states[:, :60]
assert np.allclose(levels[:30] / QUANTUM, np.arange(30) + 0.5, atol=1e-7)


def transition_table(Q, T):
    """Population times squared matrix element; row final, column initial."""
    if T == 0:
        pop = np.zeros(levels.size)
        pop[0] = 1.0
    else:
        pop = np.exp(-(levels - levels[0]) / (kB * T))
        pop /= pop.sum()
    A = states.T @ (np.exp(1j * Q * grid)[:, None] * states)
    return np.abs(A)**2 * pop[None, :]


def grid_weight(n, Q, T):
    return np.trace(transition_table(Q, T), offset=-n)


# Line weights, gain and loss sides, against the Bessel and Poisson forms
for Q in (4.0, 9.0, 14.0):
    u = recoil_H * Q**2 / QUANTUM
    for T in (300.0, 1000.0):
        x = QUANTUM / (kB * T)
        for n in range(-4, 8):
            assert abs(grid_weight(n, Q, T) - bessel_weight(n, u, x)) < 1e-8
        for n in range(1, 4):
            ratio = grid_weight(-n, Q, T) / grid_weight(n, Q, T)
            assert abs(ratio - np.exp(-n * x)) < 1e-8
    for n in range(8):
        assert abs(grid_weight(n, Q, 0) - poisson_weight(n, u)) < 1e-8
        assert abs(bessel_weight(n, u, 40.0) - poisson_weight(n, u)) < 1e-8

# Time correlation function against the Gaussian closed form
Q_test, T_test = 12.0, 1000.0
u_test = recoil_H * Q_test**2 / QUANTUM
x_test = QUANTUM / (kB * T_test)
N_test = 1 / np.expm1(x_test)
table = transition_table(Q_test, T_test)
gaps = np.subtract.outer(levels, levels) / QUANTUM
for phase in (0.3, 1.1, 2.5, 4.0):
    direct = np.sum(table * np.exp(1j * gaps * phase))
    closed = np.exp(-u_test * (2 * N_test + 1) + u_test * (
        (N_test + 1) * np.exp(1j * phase) + N_test * np.exp(-1j * phase)))
    assert abs(direct - closed) < 1e-7

# Norm, mean energy transfer and variance from the matrix elements
mean = np.sum(table * gaps)
variance = np.sum(table * gaps**2) - mean**2
assert abs(table.sum() - 1) < 1e-8
assert abs(mean - u_test) < 1e-6
assert abs(variance - u_test / np.tanh(x_test / 2)) < 1e-5

# Isotropy: three Cartesian oscillators with an oblique Q vector
span = 25
comb = np.array([1.0])
for part in (1 / 3, 2 / 3, 2 / 3):
    tab = transition_table(Q_test * part, T_test)
    line = [np.trace(tab, offset=-n) for n in range(-span, span + 1)]
    comb = np.convolve(comb, line)
for n in range(-4, 8):
    assert abs(comb[3 * span + n] - bessel_weight(n, u_test, x_test)) < 1e-8

# Position of the maximum: direct search on grid weights against the formulas
temperatures = (0.0, 300.0, 1000.0)
best_Q = {}
for T in temperatures:
    for n in range(1, 6):
        u = float(n) if T == 0 else best_u(n, QUANTUM / (kB * T))
        Q = np.sqrt(u * QUANTUM / recoil_H)
        found = minimize_scalar(lambda q: -grid_weight(n, q, T),
                                bounds=(0.5 * Q, 1.5 * Q), method="bounded",
                                options={"xatol": 1e-7})
        assert abs(found.x - Q) < 1e-4
        best_Q[T, n] = Q
for n in range(1, 6):
    Q = best_Q[0.0, n]
    assert abs(grid_weight(n, Q, 0) - grid_weight(n - 1, Q, 0)) < 1e-8

# Only one maximum as a function of Q, for cold and hot oscillators
z_scan = np.geomspace(1e-3, 1e3, 6000)
for n in range(1, 7):
    for x in (0.3, 1.0, 3.0, 6.0):
        log_w = np.log(ive(n, z_scan)) + z_scan * (1 - np.cosh(x / 2))
        rising = np.diff(log_w) > 0
        assert rising[0] and not rising[-1]
        assert np.count_nonzero(rising[1:] != rising[:-1]) == 1


# Low-temperature shift: what is left must fall as the square of N
def shift_error(n, N):
    return best_u(n, np.log1p(1 / N)) - (n - 2 * n * N / (n + 1))


for n in range(1, 5):
    assert 3.8 < shift_error(n, 1e-3) / shift_error(n, 5e-4) < 4.2

# Spectrometer with fixed small final energy and fixed angle
E_final, angle = 4.0, 135.0
spectrometer = []
for n in range(1, 6):
    E_in = E_final + n * QUANTUM
    cross = 2 * np.sqrt(E_in * E_final) * np.cos(np.radians(angle))
    Q = np.sqrt((E_in + E_final - cross) / recoil_neutron)
    fraction = grid_weight(n, Q, 0) / grid_weight(n, best_Q[0.0, n], 0)
    u = recoil_H * Q**2 / QUANTUM
    assert abs(fraction - poisson_weight(n, u) / poisson_weight(n, n)) < 1e-6
    assert fraction > 0.9
    spectrometer.append((n, Q, fraction))

print(f"Quantum hbar*w0 = {QUANTUM:.1f} meV")
print(f"Hydrogen mass = {mass_H:.6e} kg")
print(f"hbar^2/(2M) = {recoil_H:.5f} meV A^2")
print(f"Zero-point rms displacement on one axis = "
      f"{np.sqrt(recoil_H / QUANTUM):.4f} A")
for T in temperatures[1:]:
    x = QUANTUM / (kB * T)
    print(f"T = {T:.0f} K: x = {x:.4f}, N = {1 / np.expm1(x):.6f}")
print("Best Q (1/A), u there, and peak weight of line n:")
for T in temperatures:
    for n in range(1, 6):
        Q = best_Q[T, n]
        print(f"T={T:.0f} K n={n}: Q={Q:.3f}, u={recoil_H * Q**2 / QUANTUM:.4f}, "
              f"weight={grid_weight(n, Q, T):.4f}")
Q2 = best_Q[0.0, 2]
u2, x300 = recoil_H * Q2**2 / QUANTUM, QUANTUM / (kB * 300.0)
print(f"Spectrum at Q = {Q2:.3f} 1/A, T = 300 K (Bessel formula):")
for n in range(-1, 7):
    print(f"n={n}: energy {n * QUANTUM:.0f} meV, weight "
          f"{bessel_weight(n, u2, x300):.5f}")
total = sum(bessel_weight(n, u2, x300) for n in range(-20, 31))
print(f"Sum of weights, n = -20 to 30: {total:.6f}")
print(f"Neutron/hydrogen mass ratio = {const.m_n / mass_H:.6f}")
print(f"Spectrometer: final energy {E_final:.1f} meV, angle {angle:.0f} deg, T=0")
for n, Q, fraction in spectrometer:
    print(f"n={n}: Q = {Q:.3f} 1/A, fraction of peak weight = {fraction:.4f}")
print("OK")
```

It prints:

```
Quantum hbar*w0 = 140.0 meV
Hydrogen mass = 1.673533e-27 kg
hbar^2/(2M) = 2.07385 meV A^2
Zero-point rms displacement on one axis = 0.1217 A
T = 300 K: x = 5.4154, N = 0.004467
T = 1000 K: x = 1.6246, N = 0.245305
Best Q (1/A), u there, and peak weight of line n:
T=0 K n=1: Q=8.216, u=1.0000, weight=0.3679
T=0 K n=2: Q=11.620, u=2.0000, weight=0.2707
T=0 K n=3: Q=14.231, u=3.0000, weight=0.2240
T=0 K n=4: Q=16.433, u=4.0000, weight=0.1954
T=0 K n=5: Q=18.372, u=5.0000, weight=0.1755
T=300 K n=1: Q=8.198, u=0.9955, weight=0.3671
T=300 K n=2: Q=11.602, u=1.9941, weight=0.2699
T=300 K n=3: Q=14.215, u=2.9933, weight=0.2233
T=300 K n=4: Q=16.418, u=3.9929, weight=0.1947
T=300 K n=5: Q=18.359, u=4.9926, weight=0.1748
T=1000 K n=1: Q=7.335, u=0.7970, weight=0.3329
T=1000 K n=2: Q=10.769, u=1.7178, weight=0.2363
T=1000 K n=3: Q=13.451, u=2.6802, weight=0.1922
T=1000 K n=4: Q=15.717, u=3.6591, weight=0.1659
T=1000 K n=5: Q=17.710, u=4.6459, weight=0.1480
Spectrum at Q = 11.620 1/A, T = 300 K (Bessel formula):
n=-1: energy -140 meV, weight 0.00120
n=0: energy 0 meV, weight 0.13534
n=1: energy 140 meV, weight 0.26947
n=2: energy 280 meV, weight 0.26987
n=3: energy 420 meV, weight 0.18044
n=4: energy 560 meV, weight 0.09054
n=5: energy 700 meV, weight 0.03636
n=6: energy 840 meV, weight 0.01217
Sum of weights, n = -20 to 30: 1.000000
Neutron/hydrogen mass ratio = 1.000833
Spectrometer: final energy 4.0 meV, angle 135 deg, T=0
n=1: Q = 9.370 1/A, fraction of peak weight = 0.9629
n=2: Q = 12.728 1/A, fraction of peak weight = 0.9653
n=3: Q = 15.319 1/A, fraction of peak weight = 0.9664
n=4: Q = 17.508 1/A, fraction of peak weight = 0.9670
n=5: Q = 19.440 1/A, fraction of peak weight = 0.9674
OK
```
